# Talman's minimax principle for the Dirac operator with a Coulomb singularity, part 3

These notes have proved Talman's minimax principle for the Dirac operator
$$H=\begin{pmatrix}1+V&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-1+V\end{pmatrix}$$
on $\psi=(\varphi,\chi)$, with large and small two-spinors $\varphi,\chi$. Units are $\hbar=m=c=1$; $E$ means $(E-1)/\alpha^2$ hartree from the rest energy, $\alpha$ being the fine-structure constant. $V$ tends to zero at infinity, and with $\gamma=\sqrt{1-\nu^2}$
$$-\frac{\nu}{r}-c_1\le V\le c_2=\operatorname{ess\,sup}V,\qquad 0<\nu<1,\quad c_1\ge0, \tag{1}$$
$$c_1+c_2-1<\gamma. \tag{2}$$

Let $F=C_c^\infty(\mathbb R^3\setminus\{0\};\mathbb C^2)$. $\Lambda(W)$ is the supremum of the Rayleigh quotient of $H$ on $W\oplus F$, $\lambda_k$ its infimum over $k$-dimensional $W\subset F$, and $a=c_2-1$ its supremum over pure small components. The $\lambda_k<1$ are the eigenvalues in $(a,1)$, with multiplicity, of the self-adjoint extension $A$ with finite potential energy, and $\lambda_1\ge\gamma-c_1>a$.

For $E>a$ and $s=1-V$,
$$L_E\varphi=\frac{\boldsymbol\sigma\cdot\mathbf p\,\varphi}{E+s},\qquad T_E(\varphi)=\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{E+s},\qquad q_E(\varphi)=T_E(\varphi)+\int(1+V-E)|\varphi|^2 .$$
$$\langle\psi,(H-E)\psi\rangle=q_E(\varphi)-\int(E+s)\,|\chi-L_E\varphi|^2. \tag{3}$$
$$q_E(\varphi)-q_{E'}(\varphi)=(E'-E)\big(\|\varphi\|^2+\langle L_E\varphi,L_{E'}\varphi\rangle\big),\qquad \langle L_E\varphi,L_{E'}\varphi\rangle=\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{(E+s)(E'+s)}\ge0. \tag{4}$$

**Lemma 1.** For $E>a$ and a subspace $W\subset F$: $\Lambda(W)\le E$ if and only if $q_E\le0$ on $W$.

**Lemma 2.** For $E>a$: $\lambda_k<E$ if and only if $q_E$ is negative definite on some $k$-dimensional $W\subset F$.

With $N(E)$ the largest dimension of such a subspace,
$$N(E)=\#\{k:\lambda_k<E\}. \tag{5}$$

$G_+$ completes $F$ in the norm $\|\varphi\|_+^2=T_E(\varphi)+\|\varphi\|^2$; $Q$ has $\int(1+|V|)|\chi|^2<\infty$. On $G_+$,
$$\nu\int\frac{|\varphi|^2}{r}\le\nu^2\,T_E(\varphi)+(E+1+c_1)\|\varphi\|^2. \tag{8}$$
$$q_E\ge(1-\nu^2)T_E+\big[1-c_1-E-(E+1+c_1)\big]\|\varphi\|^2=(1-\nu^2)T_E-2(E+c_1)\|\varphi\|^2. \tag{9}$$
On $G_+\oplus Q$, with $h$ the form of $H$, $b_E=h-E\langle\cdot,\cdot\rangle$ and $\xi=\chi-L_E\varphi$,
$$b_E(\psi',\psi)=q_E(\varphi',\varphi)-\langle\xi',(E+s)\xi\rangle. \tag{10}$$

In channel $\kappa=\pm1,\pm2,\dots$, with large and small radial functions $f,G$, $u=f'+\kappa f/r$ and $\gamma_\kappa=\sqrt{\kappa^2-\nu^2}$,
$$f'+\frac\kappa rf=(E+1-V)G,\qquad G'-\frac\kappa rG=-(E-1-V)f. \tag{13}$$
With $\beta=\nu/(1+\gamma)$, $g=1+\gamma+\nu/r$ and, here only, $h=\operatorname{sgn}(\kappa)\beta$,
$$\int_0^\infty\Big[\frac{|u|^2}{g}+\Big(1-\gamma-\frac\nu r\Big)|f|^2\Big]dr=\int_0^\infty\frac{|u-hgf|^2}{g}dr+2\beta(|\kappa|-1)\int_0^\infty\frac{|f|^2}{r}dr\ \ge0, \tag{6}$$
$$\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{1+\gamma+\nu/r}+\int\Big(1-\gamma-\frac{\nu}{r}\Big)|\varphi|^2\ge0,\qquad\varphi\in F,\quad 0<\nu\le1. \tag{7}$$

For the point nucleus $V=-\nu/r$, $\nu=Z\alpha$, part 4 gave $\lambda_1=\gamma$, with $f_0=r^\gamma e^{-\nu r}$; for $\nu>\sqrt3/2$ finite potential energy supplies the needed boundary condition. Part 1 found minimax value $-1=a$ for $\mathrm{diag}(-2,1;-1)$ (two large directions, one small), and a free-particle kinetic-balance energy below $\sqrt{1+p^2}$ by $p^6/32$ to leading order.

## 8. The abstract condition and its failure

The same minimax can be written down for any self-adjoint operator on a space split into two orthogonal parts, with $a$ the supremum of the Rayleigh quotient on the second part and $\lambda_1>a$ as the central condition. In infinite dimensions further assumptions on the trial space are needed, and they matter. For a point nucleus with $\nu>\sqrt3/2$ a boundary condition is needed (part 6), so $F\oplus F$ is not a core of $A$, and a theorem that assumes a core does not apply with the trial space of part 2. No such general theorem is used in these notes; parts 3 to 7 prove the Dirac case directly.

The finite-dimensional case is short and is needed below. Let $A=\begin{pmatrix}P&T^\dagger\\T&-S\end{pmatrix}$ with $N_S$ small directions, eigenvalues $\mu_1\le\mu_2\le\cdots$, and $a$ the top eigenvalue of $-S$. For $E>a$ the analogue of (10) shows that $A-E$ is congruent to $\mathrm{diag}(q_E,-(E+S))$ with $q_E=P-E+T^\dagger(E+S)^{-1}T$. By Sylvester's law of inertia the number of $\mu_j$ below $E$ is $N_S+N(E)$. With (5), $\lambda_k<E$ if and only if $\mu_{N_S+k}<E$, for every $E>a$; since also $\lambda_k\ge a$,
$$\lambda_k=\max(a,\mu_{N_S+k}). \tag{16}$$
For $\mathrm{diag}(-2,1;-1)$, $N_S=1$ and $\mu_2=-1$, which reproduces part 1. As a numerical test, a random real symmetric $7\times7$ matrix with four large and three small directions had $a=-1.019987$. Direct numerical minimization, over one- and two-dimensional large subspaces, of the top eigenvalue of the compressed matrix gave $0.124360$ and $1.410650$, equal to the first two eigenvalues above $a$ from full diagonalization.

For a Coulomb potential with $\nu>1$ the condition $\lambda_1>a=-1$ fails. At $E=-1$, $E+1-V=\nu/r$ and $1+V-E=2-\nu/r$. Take $\kappa=-1$, $f=r^te^{-\zeta r}$, $u=[(t-1)/r-\zeta]f$, and $I_n=\int r^ne^{-2\zeta r}dr$, for which $I_n=\frac{n}{2\zeta}I_{n-1}$. Then $I_{2t}=\frac t\zeta I_{2t-1}$, $I_{2t+1}=\frac{(2t+1)t}{2\zeta^2}I_{2t-1}$, and
$$\int ru^2dr=\Big[(t-1)^2-2t(t-1)+\frac{t(2t+1)}2\Big]I_{2t-1}=\Big(1+\frac t2\Big)I_{2t-1}.$$
Dividing by the norm $I_{2t}$,
$$\frac{q_{-1}}{\|f\|^2}=\frac\zeta t\Big[\frac{1+t/2}{\nu}-\nu\Big]+2 .$$
For $t<2(\nu^2-1)$ the bracket is negative and a large $\zeta$ makes the whole negative. With $\nu=1.1$, $t=0.2$, $\zeta=10$ the value is $50\,(1.1/1.1-1.1)+2=-3$; quadrature gave $-3.000000$, and the sign changes at $\zeta=0.4/0.1=4.0000$. A cutoff changes the value by a term of order $\delta^{2t}$, and $q_E\le q_{-1}$ for $E>-1$, so $q_E<0$ for all $E>a$ and $\lambda_1=-1$. Contracting the cut-off function further keeps $q_{-1}$ negative, because the bracketed part grows with the scale factor, and gives functions with disjoint supports; so every $\lambda_k$ equals $-1$. At $\nu=1$ inequality (7) still gives $\lambda_1\ge0$, but the factor $1-\nu^2$ in (9) vanishes and the construction of part 5 does not apply as written.

## 9. Finite basis sets and balance

Lemmas 1 and 2 hold unchanged for $W\subset G_+$ and $\chi\in Q$ with $h$ as the numerator. Let $W_N\subset G_+$ be a finite large space, $X\subset Q$ a small space, and let $\lambda_k(W_N,X)$ be the minimax with $W\subset W_N$ and $\chi\in X$. An infimum over fewer subspaces is larger, and a supremum over fewer $\chi$ is smaller:
$$\lambda_k\le\lambda_k(W_N,Q),\qquad\lambda_k(W_N,X)\le\lambda_k(W_N,Q). \tag{17}$$
The number $\lambda_k(W_N,Q)$, the Talman value of the large basis, is a rigorous upper bound on $\lambda_k$. It is computed as the $E$ at which the $k$-th eigenvalue of the matrix $q_E(\varphi_i,\varphi_j)$ relative to the overlap matrix vanishes. The matrix Dirac equation in the basis $W_N\oplus X$ has, by (16), $\mu_{N_S+k}\le\lambda_k(W_N,X)$, and (17) places this below the Talman value with no relation to the exact level. The two truncation errors have opposite signs. Hence the $(N_S+1)$-th matrix eigenvalue is not in general an upper bound, and its agreement with the exact value does not show convergence; part 10 gives an example of each.

The loss is explicit. Maximizing (10) over $\chi\in X$ gives
$$q_E^X(\varphi)=q_E(\varphi)-\min_{\chi\in X}\int(E+s)|\chi-L_E\varphi|^2. \tag{18}$$
If $X$ is nearly orthogonal to $\boldsymbol\sigma\cdot\mathbf p\,\varphi$ the minimum is nearly $T_E$, and the kinetic energy is lost already in the nonrelativistic limit; this is variational collapse. Restricted kinetic balance (RKB) takes $X=\boldsymbol\sigma\cdot\mathbf p\,W_N$. The choice $\chi=\frac12\boldsymbol\sigma\cdot\mathbf p\,\varphi$ and $E+s=2+\varepsilon-V$ give
$$(E+s)\Big(\frac12-\frac1{E+s}\Big)^2=\frac{(\varepsilon-V)^2}{4(2+\varepsilon-V)},$$
so the loss is at most $\int|\boldsymbol\sigma\cdot\nabla\varphi|^2(\varepsilon-V)^2/[4(2+\varepsilon-V)]$, roughly $p^2(\varepsilon-V)^2/8$. For the free particle $\varepsilon=p^2/2$ reproduces $p^6/32$. In atomic units the estimate is $p^2(\varepsilon-V)^2/8c^4$: kinetic balance allows errors below the exact level of order $c^{-4}$, when the integral is well behaved. For the levels with $|\kappa|=1$ of a point nucleus it is not. The weight tends to $\nu/4r$, and for $f\sim r^\gamma$, $u^2\sim r^{2\gamma-2}$, so the integral of $r^{2\gamma-3}$ diverges at the origin for every $\gamma<1$, and the kinetic partner of the exact large component is not even in $Q$. For $|\kappa|\ge2$ the exponent $\gamma_\kappa$ exceeds $1$ and the integral converges there. A large uncontracted basis escapes because combinations of many partners can imitate $L_E\varphi$; a contracted function with a single partner cannot.

Atomic balance takes $X\supset L_\lambda W_N$ with $\lambda=\lambda_k(W_N,Q)>a$. The minimum in (18) vanishes at $E=\lambda$, so $q^X_\lambda=q_\lambda$ on $W_N$. This matrix has fewer than $k$ negative and at least $k$ non-positive eigenvalues, and the inertia count gives $\mu_{N_S+k}=\lambda$. The equality is guaranteed for the level at which the balance was made, not in general for the others.

## 10. Worked example: hydrogen-like cerium

Take $Z=58$ with a point nucleus, $\alpha=0.0072973526$, $mc^2=18778.8651$ hartree. Then $\nu=58\alpha=0.42324645$, $\gamma=\sqrt{1-0.17913756}=0.9060145935$, $\beta=0.42324645/1.9060145935=0.22205835$, $a=-1$. By part 4, $\lambda_1=\gamma$, and $(\gamma-1)\times18778.8651=-1764.93927$ hartree. All radial integrals were done by the trapezoidal rule in $\ln r$, and roots in $E$ by a bracketing method. Identities (3), (4), (6) and inequality (8) were also confirmed by quadrature on test functions.

### The inner maximum

Take $\kappa=-1$ and normalized $f\propto re^{-\zeta r}$ with $\zeta=0.3$. Then $u=-\zeta f$, $\langle1/r\rangle=\zeta$, and $q_E=\zeta^2\int f^2/(E+1+\nu/r)\,dr+1-\nu\zeta-E$. Its root is $0.917174947$, or $-1555.3605$ hartree, about $209.6$ hartree above the exact level, as (17) requires. With one small function $G\propto re^{-\zeta r}$, which is the RKB partner, the matrix is $\begin{pmatrix}1-\nu\zeta&-\zeta\\-\zeta&-1-\nu\zeta\end{pmatrix}$ with upper eigenvalue
$$-\nu\zeta+\sqrt{1+\zeta^2}=-0.126973935+1.044030651=0.917056716 .$$
This is $0.000118231$, about $2.2$ hartree, below the true maximum. Enlarging the small basis with exponents $0.3\times(1,2,4,\frac12,8,16,\frac14,32,64,128,256,512)$, taken in this order, gave $0.917056716$, $0.917149272$, $0.917170084$ and $0.917174945$ for $1$, $2$, $4$ and $12$ functions. The values rise to the root from below. The $2\times2$ formula holds a trap: its minimum over $\zeta$ is at $\zeta/\sqrt{1+\zeta^2}=\nu$, so $\zeta=\nu/\gamma$, $\sqrt{1+\zeta^2}=1/\gamma$, and the value is $(1-\nu^2)/\gamma=\gamma$. The exact energy comes out of a function with the wrong power and exponent, because the two errors in (17) cancel.

### The saddle

Let the exponent $\nu$ in $r^\gamma e^{-\nu r}$ be multiplied by $0.8$ or $1.25$. Changing the large component and taking the full maximum raises the energy by $63.411$ and $91.784$ hartree. Keeping the exact large component and allowing a single small function with the changed exponent lowers it by $63.613$ and $63.654$ hartree. The last two are nearly equal because $0.8$ and $1.25$ are reciprocals: at $E=\gamma$ the ideal small function is $-\beta f_0$, so with a constant weight in (18) both the loss and the norm of the best small component depend only on the overlap of the two functions, which is symmetric under this exchange. The smaller term $\nu/r$ in the weight breaks the symmetry in two opposing ways. The loss at $E=\gamma$ is $66.705$ hartree for $0.8$ and $66.621$ for $1.25$, but the energy shift is, to first order, the loss divided by the squared norm of the four-spinor with normalized large component, $1.04853$ and $1.04653$, which gives $63.62$ and $63.66$ and reverses the order.

### Excited levels

The large basis is $r^{\gamma_\kappa}e^{-\zeta r}L_j^{(2\gamma_\kappa)}(2\zeta r)$, $j<N$, with generalized Laguerre polynomials and the chosen $\zeta=0.45\nu$. The Talman values are compared with the Sommerfeld fine-structure formula $E=[1+\nu^2/(n_r+\gamma_\kappa)^2]^{-1/2}$, with $n_r\ge0$ for $\kappa<0$ and $n_r\ge1$ for $\kappa>0$, which plays no part in the proof and serves as an independent check. For 1s it gives $(1+\nu^2/\gamma^2)^{-1/2}=\gamma$, and for 2s $(1+\beta^2)^{-1/2}=1.04930991^{-1/2}=0.9762209$. The errors are Talman value minus formula, in $mc^2$.

| level | formula | $N=4$ | $N=8$ | $N=16$ |
|---|---|---|---|---|
| 1s | 0.906014594 | 7.9e-04 | 1.2e-06 | 7.8e-13 |
| 2s | 0.976220926 | 1.8e-07 | 8.9e-16 | 0 |
| 3s | 0.989559579 | 2.4e-04 | 3.5e-09 | -8.9e-16 |
| 2p$_{1/2}$ | 0.976220926 | 6.7e-08 | 7.8e-16 | 1.1e-16 |
| 2p$_{3/2}$ | 0.977351324 | 1.7e-10 | 1.1e-16 | 0 |

Entries of order $10^{-15}$ or smaller, including the zeros and the negative one, are at the limit of double precision, so their digits and signs carry no information. The larger errors are positive and fall with $N$. The $n=2$ levels converge faster than 1s because a state decays as $e^{-\sqrt{1-E^2}\,r}$ by (13), and this exponent is about $\nu/2$ for $n=2$, close to $\zeta$, against $\nu$ for 1s. The lowest value for $\kappa=+1$ is 2p$_{1/2}$ at $-446.5440$ hartree; no spurious root appears at the 1s energy.

The same calculation for $\nu=0.95$, above $\sqrt3/2$, gave 1s errors $9.6\times10^{-4}$, $7.6\times10^{-7}$, $2.4\times10^{-13}$ relative to $0.312249900$, and for 2p$_{1/2}$ $2.5\times10^{-5}$, $7.1\times10^{-11}$ and round-off relative to $0.810015401$. The levels are those of the solution $r^{+\gamma}$, the extension of part 6.

### Gaussians and balance

Take $26$ functions $re^{-\alpha_jr^2}$, $\alpha_j=3\times10^{-4}\times2.2^j$, the largest being $1.091\times10^5$, for $\kappa=-1$. Their RKB partners are $u_j=-2\alpha_jr^2e^{-\alpha_jr^2}$ and their atomically balanced partners are $u_j/(\lambda+1+\nu/r)$. Errors are in hartree.

| level | Talman | RKB | atomic balance |
|---|---|---|---|
| 1s | +0.00056 | +0.00046 | +0.00056 |
| 2s | +0.00109 | +0.00108 | +0.00109 |
| 3s | +0.00532 | +0.00532 | +0.00532 |

Atomic balance reproduces the Talman values. RKB lies at or below them, by $0.00056-0.00046=0.00010$ hartree for 1s, yet stays above the exact levels. Nothing in (17) makes this a bound: for this basis the loss in (18) is smaller than the error of the large basis, about a fifth of it for 1s. Contracting the $26$ Gaussians into the single optimal 1s large function shows the difference. With its one atomically balanced partner the error remains $+0.00056$ hartree. With its one RKB partner the error is $-73.856$ hartree, a collapse. For a single partner with radial function $G=c\,u$, minimizing (18) over $c$ gives the loss $T_E-\big(\int u^2dr\big)^2/\int(E+s)u^2dr$. The denominator contains $\nu\int u^2/r\,dr$, whose integrand approaches the power $r^{2\gamma-3}$ at small $r$, down to roughly the length scale of the tightest Gaussian, while $\int u^2dr$ stays finite because $\gamma>1/2$. As tighter Gaussians bring the function closer to the exact one, the loss therefore tends to the whole of $T_E$.

### A potential with $c_1>0$

Take $V=-\nu/r-0.3\,e^{-0.05r}$ with the cerium value of $\nu$. It is negative and tends to zero, so $c_2=0$, $c_1=0.3$, $a=-1$, and $c_1+c_2-1=-0.70<\gamma$. The theorem gives $\lambda_1\ge0.906014594-0.3=0.606014594$. The Talman value from $24$ Laguerre functions with $\zeta=0.5$ is $0.646699213$. Integrating (13) outward from $r=10^{-7}$ with $G/f=(\gamma-1)/\nu$ and inward from $r=60$ with the decaying solution, and matching at $r=3$, gave $0.646699213$. The level lies $0.040684619$ above the bound, because the added attraction is weaker than $0.3$ at every $r>0$.

## Table of computed values

```
alpha = 0.0072973526, mc^2 = 18778.8651 Eh, Z = 58
nu = 0.42324645, gamma = 0.9060145935, beta = 0.22205835, a = -1 mc^2
exact 1s: E = 0.9060145935 mc^2, E-mc^2 = -1764.93927 Eh
7x7 model: a = -1.019987, minmax 1 = 0.124360, eigenvalue = 0.124360
7x7 model: a = -1.019987, minmax 2 = 1.410650, eigenvalue = 1.410650
diag(-2,1;-1): lambda_1 = -1.0000 = a, first eigenvalue above a = 1
f = r exp(-0.3 r): root of q_E = 0.917174947 mc^2 (-1555.3605 Eh)
  small basis size  1: top eigenvalue = 0.917056716 mc^2
  small basis size  2: top eigenvalue = 0.917149272 mc^2
  small basis size  4: top eigenvalue = 0.917170084 mc^2
  small basis size 12: top eigenvalue = 0.917174945 mc^2
exponent x0.8: large varied +63.411 Eh, small varied -63.613 Eh
exponent x1.25: large varied +91.784 Eh, small varied -63.654 Eh
nu = 0.423246: level, exact (mc^2), exact (Eh), error N=4,8,16 (mc^2)
  1s    0.906014594   -1764.9393   7.9e-04   1.2e-06   7.8e-13
  2s    0.976220926    -446.5440   1.8e-07   8.9e-16   0.0e+00
  3s    0.989559579    -196.0593   2.4e-04   3.5e-09  -8.9e-16
  2p1/2 0.976220926    -446.5440   6.7e-08   7.8e-16   1.1e-16
  2p3/2 0.977351324    -425.3164   1.7e-10   1.1e-16   0.0e+00
nu = 0.950000: level, exact (mc^2), exact (Eh), error N=4,8,16 (mc^2)
  1s    0.312249900  -12915.1663   9.6e-04   7.6e-07   2.4e-13
  2s    0.810015401   -3567.6951   1.0e-04   3.0e-10   6.7e-16
  3s    0.924973990   -1408.9033   4.0e-05   3.2e-13   0.0e+00
  2p1/2 0.810015401   -3567.6951   2.5e-05   7.1e-11  -2.2e-16
  2p3/2 0.879985795   -2253.7306   6.3e-10   0.0e+00   1.1e-16
26 Gaussians, exponents 3e-4 * 2.2^j up to 1.091e+05 (mc/hbar)^2
  1s error/Eh: Talman +0.00056, RKB +0.00046, atomic bal. +0.00056
  2s error/Eh: Talman +0.00109, RKB +0.00108, atomic bal. +0.00109
  3s error/Eh: Talman +0.00532, RKB +0.00532, atomic bal. +0.00532
  contracted 1s error/Eh: RKB -73.856, atomic bal. +0.00056
V = -nu/r - 0.3 exp(-0.05 r): c1+c2-1 = -0.70, bound gamma-c1 = 0.606014594 mc^2
  Talman = 0.646699213 mc^2, shooting = 0.646699213 mc^2
nu = 1.1, s = 0.2, zeta = 10.0 mc/hbar: q_(-1)/norm = -3.000000 mc^2
  threshold zeta = 4.0000 mc/hbar, sqrt(3)/2 = 0.866025
```
